# Coloured probing vectors with random signs for matrix-function traces

## Eighteen vectors, three answers

Independent spinless electrons on a disordered 24 × 24 lattice have, at the temperature used below, a mean number $N=189.045$, found by diagonalization. $N$ is the trace of a matrix function, and it can be estimated from the action of that function on a few vectors. Three choices of 18 vectors give very different results:

- eighteen vectors of random signs on all sites: standard deviation $3.00$;
- eighteen vectors of ones, each on a selected subset of sites: error $+9.52$, the same at every repetition;
- the same subsets with random signs in place of the ones: standard deviation $0.386$, with the correct mean.

With these 18 vectors the subsets alone do worse than random signs alone (the order depends on the subsets: it is reversed for the 32, 51 and 75 subsets of the table below, but a set of 36 built by the same rule gives an unsigned error of $-4.5$ against $2.1$ for signs alone), yet the two together do nearly eight times better than the signs. A matrix with four rows shows what each ingredient does.

## Four sites by hand

Take a chain of sites 1–2–3–4, with $A_{ij}=1$ for neighbours and zero otherwise. Let $f(A)$ be a real symmetric matrix function with entries $f_{ij}$. Colour the odd sites red and the even sites blue, and give each site a sign $s_i=\pm1$. The two probing vectors are

$$v_{\rm red}=(s_1,0,s_3,0)^T,\qquad v_{\rm blue}=(0,s_2,0,s_4)^T .$$

Multiply out the red quadratic form. Since $s_i^2=1$ and $f_{13}=f_{31}$,

$$v_{\rm red}^Tf\,v_{\rm red}=f_{11}+f_{33}+2s_1s_3f_{13}.$$

Blue is similar, and the sum is

$$T=\operatorname{tr}f+2s_1s_3f_{13}+2s_2s_4f_{24}.$$

The nearest-neighbour entries $f_{12},f_{23},f_{34}$ have gone, because they join different colours. Only pairs of equal colour spoil the trace.

For $f(A)=A$ these pairs have zero entries, so $T$ is exact. For $f(A)=A^2$, the entry $(A^2)_{ij}$ counts two-step walks from $i$ to $j$. The diagonal is $1,2,2,1$, with trace 6, and $(A^2)_{13}=(A^2)_{24}=1$. Hence

$$T=6+2s_1s_3+2s_2s_4 .$$

With all signs $+1$, $T=10$, an error of 4. The products $s_1s_3$ and $s_2s_4$ are independent and equally often $+1$ and $-1$, so random signs give $10,6,6,2$ with equal probability. The mean is 6, as it should be, and the variance is $(16+0+0+16)/4=8$. For this $f$ the colouring gains nothing, because $A^2$ has no entries between different colours: one vector of random signs on all four sites gives the same $T$, and the average of two such vectors has variance $8/2=4$. Colouring pays when the entries it removes carry a large enough share of the sum of squares; the exact condition is given below.

Colouring removes the near pairs; signs make the surviving pairs average to zero. The signs do not improve every sample, since one pattern in four still gives 10. The unsigned result can even be exact while the signed one fluctuates. Change the last link to $A_{34}=A_{43}=-1$: the diagonal of $A^2$ stays the same, but $(A^2)_{24}$ becomes $-1$. With all signs $+1$ the two errors now cancel and $T=6$, whereas random signs still give $10,6,6,2$ with equal probability.

## The general estimator

Let $A$ be a Hermitian $n\times n$ matrix. Its graph has an edge between $i\ne j$ wherever $A_{ij}\neq0$, and $\operatorname{dist}(i,j)$ is the number of edges on a shortest path. A distance-$d$ colouring gives different colours to any two distinct sites with $\operatorname{dist}(i,j)\le d$. The chain above had $d=1$; for $d=0$ one colour suffices. With colour classes $V_1,\dots,V_m$, define

$$v_c=\sum_{i\in V_c}s_ie_i,\qquad T=\sum_{c=1}^m v_c^\dagger f(A)v_c ,$$

where $e_i$ is the unit vector of site $i$ and $f$ is real on the spectrum, so that $f(A)$ is Hermitian. Each site has one colour, so the diagonal terms add up to the trace. For a pair, $f_{ij}+f_{ji}=2\operatorname{Re}f_{ij}$. Therefore

$$T-\operatorname{tr}f(A)=\sum_{\substack{i<j\\ \text{same colour}}}2s_is_j\operatorname{Re}f_{ij}. \tag{1}$$

### Why the error falls exponentially

The entry $(A^k)_{ij}$ is a sum over walks of $k$ steps, where a diagonal element of $A$ is a step that stays in place. No walk shorter than $\operatorname{dist}(i,j)$ connects the sites, so

$$(A^k)_{ij}=0\quad\text{for }k<\operatorname{dist}(i,j).$$

Sites of equal colour are at least $d+1$ edges apart. By (1), the estimator is thus exact for every polynomial of degree at most $d$, whatever the signs.

Let $p$ be such a polynomial, with $|f-p|\le\varepsilon_d$ on an interval containing the spectrum, and put $h=f-p$. The eigenvalues of $h(A)$ lie between $-\varepsilon_d$ and $\varepsilon_d$. As $p$ contributes no error,

$$T-\operatorname{tr}f=\sum_cv_c^\dagger h(A)v_c-\operatorname{tr}h(A).$$

The first term is at most $\varepsilon_d\sum_c\|v_c\|^2=n\varepsilon_d$ in magnitude, because $\|v_c\|^2$ is the number of sites in class $c$. The second is also at most $n\varepsilon_d$. Hence, for every choice of signs,

$$\boxed{|T-\operatorname{tr}f(A)|\le2n\varepsilon_d .} \tag{2}$$

It remains to show that $\varepsilon_d$ is exponentially small. Let the spectral interval be $[c_0-b,c_0+b]$ and write $E=c_0+bx$ with $-1\le x\le1$. Expand $f(c_0+bx)=\sum_ka_kT_k(x)$ in Chebyshev polynomials and put $x=(w+1/w)/2$. Then $T_k(x)=(w^k+w^{-k})/2$, so $a_k/2$ is the coefficient of $w^k$ in a Laurent series for $k\geq1$:

$$\frac{a_k}{2}=\frac1{2\pi i}\oint_{|w|=\rho}f\!\left(c_0+b\,\frac{w+1/w}{2}\right)\frac{dw}{w^{k+1}} .$$

The circle $|w|=\rho>1$ maps to an ellipse in the $x$ plane with foci $\pm1$, the Bernstein ellipse. If $f$ is analytic inside and on it, with $|f|\le M$, the integral gives $|a_k|\le2M\rho^{-k}$. Stopping the series after degree $d$ and using $|T_k(x)|\le1$, we find

$$\varepsilon_d\le\sum_{k=d+1}^\infty2M\rho^{-k}=\frac{2M\rho^{-d}}{\rho-1}. \tag{3}$$

From here on $\varepsilon_d$ denotes the error of this truncated series. Equations (2) and (3) give the exponential law. The allowed $\rho$ is limited by the singularity of $f$ on the smallest ellipse, of parameter $\rho_0$.

### What decay of the entries gives by itself

The same argument yields decay of the entries. If $\operatorname{dist}(i,j)=r\ge1$, a polynomial of degree $r-1$ has no $ij$ entry, so $|f_{ij}|\le\varepsilon_{r-1}$.

Suppose instead that we know only $|f_{ij}|\le Cq^{\operatorname{dist}(i,j)}$ with $0<q<1$. On a square lattice at most $4r$ sites lie at distance $r$ from a given site. Allowing all of them beyond $d$ to have its colour,

$$|T-\operatorname{tr}f|\le4nC\sum_{r=d+1}^\infty rq^r .$$

Set $r=d+1+j$ and use $\sum_jq^j=1/(1-q)$ and $\sum_jjq^j=q/(1-q)^2$:

$$|T-\operatorname{tr}f|\le4nC\,q^{d+1}\,\frac{(d+1)(1-q)+q}{(1-q)^2}. \tag{4}$$

This also falls exponentially, apart from a factor linear in $d$, but it depends on how the shells grow. On a tree where each site has $\Delta$ neighbours, a shell holds $\Delta(\Delta-1)^{r-1}$ sites, and the corresponding sum converges only if $q(\Delta-1)<1$. Entry decay alone is therefore not enough for this argument on every graph. The polynomial bound (2) needs no condition on the shells.

### What random signs change

Now let the signs be independent, with $+1$ and $-1$ equally likely. For $i\neq j$, $\mathbb E[s_is_j]=\mathbb E[s_i]\,\mathbb E[s_j]=0$, and (1) gives

$$\mathbb E[T]=\operatorname{tr}f(A).$$

For the variance, square (1). With $i<j$ and $k<l$, the average of $s_is_js_ks_l$ is 1 if the two pairs coincide; otherwise some sign appears once and the average vanishes. Each unordered pair contributes $4(\operatorname{Re}f_{ij})^2$, so in terms of ordered pairs

$$\operatorname{Var}T=2\sum_c\sum_{\substack{i,j\in V_c\\i\ne j}}(\operatorname{Re}f_{ij})^2 . \tag{5}$$

For the four-site chain this is $2(1+1+1+1)=8$, as found by hand.

Equal-colour entries of $f$ and $h$ agree, because those of $p$ vanish. The double sum is therefore at most $\sum_i\sum_j|h_{ij}|^2=\sum_i\|h(A)e_i\|^2\le n\varepsilon_d^2$, and

$$\boxed{\sqrt{\operatorname{Var}T}\le\sqrt{2n}\,\varepsilon_d .} \tag{6}$$

Every signed sample still obeys (2). In addition, its typical error is bounded by a quantity that grows as $\sqrt n$ instead of $n$, and averaging $S$ independent samples divides the standard deviation by $\sqrt S$. Repetition does nothing for the unsigned estimate, which is the same number each time.

With one colour the method is the Hutchinson estimator. Averaging $m$ of its samples costs as many vectors as one coloured sample and has variance $2\sum_{i\ne j}(\operatorname{Re}f_{ij})^2/m$, where the sum runs over all pairs. Comparing with (5), colouring wins exactly when the equal-colour pairs carry less than the fraction $1/m$ of this total sum of squares.

## A ring where the rate is attained

Bounds may be pessimistic, so consider a case that can be summed. Let $A$ have unit hopping on a ring of $n$ sites, and let $f(A)=(z-A)^{-1}$ with $z=q+1/q$ and $0<q<1$. On an infinite chain, try $G_r=gq^{|r|}$ for two sites a distance $r$ apart. For $r\ne0$,

$$zG_r-G_{r-1}-G_{r+1}=gq^{|r|}(z-q-1/q)=0,$$

and for $r=0$ the left side is $g(z-2q)=g(1/q-q)$. This must equal 1, so $g=1/(1/q-q)$. Closing the ring adds paths that wind around it, with corrections that vanish as $q^n$ up to powers of $n$; they are dropped here.

Let $m=d+1$ divide $n$ and colour the sites periodically. The equal-colour partners of a site are at distances $m,2m,\dots$ on both sides. With all signs $+1$,

$$T-\operatorname{tr}f=2ng\sum_{l\ge1}q^{lm}=\frac{2ng\,q^m}{1-q^m},$$

while (5) gives

$$\operatorname{Var}T=2n\cdot2g^2\sum_{l\ge1}q^{2lm}=\frac{4ng^2q^{2m}}{1-q^{2m}} .$$

The spectrum lies in $[-2,2]$, so the pole is at $x=z/2=(q+1/q)/2$, which means $\rho_0=1/q$. Both the unsigned error and the signed standard deviation fall as $\rho_0^{-d}$: in general the rate cannot be improved.

For $q=1/2$, $g=2/3$, $n=120$ and $d=5$, we have $q^m=1/64$, and the unsigned error is $2\cdot120\cdot\frac23/63=2.540$. The signed standard deviation is $0.228$. At $n=480$ they become $10.159$ and $0.456$, larger by factors of 4 and 2. All entries of this resolvent are positive, so without signs they add coherently; with signs they add like the steps of a random walk.

## The algorithm

1. From each site, find the sites within $d$ edges by breadth-first search.
2. Visit the sites in turn. Give each the smallest colour not yet used within distance $d$.
3. Draw independent signs and form $v_1,\dots,v_m$.
4. Apply a Chebyshev series of degree $K$ with the scaled matrix $X=(A-c_0)/b$, using $T_{k+1}(X)v=2X\,T_k(X)v-T_{k-1}(X)v$.
5. Add the $m$ quadratic forms. Repeat from step 3 for a mean and an error bar.

The work is about $SmK$ sparse matrix–vector products for $S$ samples. Replacing $f$ by its degree-$K$ polynomial shifts each $T$, and also the mean, by at most $n\varepsilon_K$. $K$ must be well above $d$. If $K\le d$, every sign pattern returns the exact trace of the wrong function: the spread is zero, but the truncation error remains.

The number of colours sets the price. On the square lattice, the $2k^2+2k+1$ sites within $k=\lfloor d/2\rfloor$ edges of an interior site are at most $d$ apart from one another, so all need different colours. The greedy rule needs no more than $2d^2+2d+1$, the number of sites within distance $d$, including the site itself. For $d=4$ these limits are 13 and 41, and the greedy rule used 18. The periodic colouring $(i_1+5i_2)\bmod13$ of the site with integer coordinates $(i_1,i_2)$ attains the lower limit, and in the example below it gives a signed standard deviation of about $0.22$ against $0.386$ for the greedy colouring. Thus $m$ grows as $d^2$, and an error falling exponentially in $d$ falls only as an exponential of $-\text{const}\times\sqrt m$ in the number of vectors. In $D$ dimensions the root is $m^{1/D}$.

## The electron number on the lattice

The Hamiltonian $H$ has nearest-neighbour hopping $-t$, open edges, and site energies drawn uniformly between $-t/2$ and $t/2$. The electron number is

$$N=\operatorname{tr}f(H),\qquad f(E)=\frac1{e^{(E-\mu)/k_BT}+1},$$

with $\mu=-t$ and $k_BT=0.5\,t$. A site has at most four neighbours, so Gershgorin's theorem puts every level within $4t$ of some site energy. We may take $c_0=0$ and $b=4.5\,t$.

### The rate from the Fermi function

The poles of $f$ satisfy $e^{(E-\mu)/k_BT}=-1$, so the nearest are $E=\mu\pm i\pi k_BT$. In scaled form, $x=(-1+1.571i)/4.5=-0.222+0.349i$. For any point on a Bernstein ellipse the distances to the foci add up to $\rho+1/\rho$. Here

$$a=\tfrac12(|x-1|+|x+1|)=\tfrac12(1.271+0.853)=1.062,$$

and $\rho_0=a+\sqrt{a^2-1}=1.419$, or $\ln\rho_0=0.350$. The computed $\varepsilon_d$ falls at a mean rate of $0.354$ per degree between $d=10$ and $50$.

The prefactor in (3) is less tight. With $\rho=1.3$ and $M=1.354$, it gives $\varepsilon_{10}\le0.65$, whereas the computed value is $0.0155$.

At low temperature, with $\mu$ inside the interval, write $w=e^{\eta+i\theta}$. Then $x=\cos\theta\cosh\eta+i\sin\theta\sinh\eta$. For small $\eta$ the real part gives $\cos\theta\approx\mu/b$ and the imaginary part $\eta\sin\theta\approx\pi k_BT/b$, so

$$\ln\rho_0\approx\frac{\pi k_BT}{\sqrt{b^2-\mu^2}} .$$

Even at the present temperature this gives $0.358$. As $T\to0$ the guaranteed rate vanishes. The $d$ required by the bound grows as $1/T$ and the number of colours as $1/T^2$, until the bound asks for one colour per site and promises no saving. The method itself still gains: at $T=0$ on this lattice the signed standard deviation is $1.57$ at $d=4$ and $0.79$ at $d=8$, a variance $5.5$ and $7.7$ times below Hutchinson's with the same number of vectors, though the gain now grows slowly with $d$. The loss of the rate also presumes that $\mu$ lies within a band. Bounds (2) and (6) need $|f-p|\le\varepsilon_d$ only on the spectrum, so if $\mu$ lies in a gap a polynomial fitted on the two bands keeps a finite rate at $T=0$: adding a staggered potential $\pm1.5\,t$ to this lattice and setting $\mu=0$, the best such fit falls at about $0.30$ per degree. At high temperature the poles move away, $\rho_0$ grows in proportion to $T$, and a small $d$ is enough.

### Reading the errors

| $d$ | $m$ | unsigned error | signed std. dev. | Hutchinson, same $m$ |
|---:|---:|---:|---:|---:|
| 0 | 1 | +380.5 | 12.74 | 12.74 |
| 2 | 7 | −39.2 | 1.605 | 4.81 |
| 4 | 18 | +9.52 | 0.386 | 3.00 |
| 6 | 32 | −0.33 | 0.145 | 2.25 |
| 8 | 51 | −0.75 | 0.070 | 1.78 |
| 10 | 75 | +0.50 | 0.033 | 1.47 |

The unsigned error does not fall steadily: it is larger at $d=8$ and $10$ than at $d=6$. This does not contradict (2), which allows 56, 31 and 18 at $d=6$, $8$ and $10$. The error is a sum of entries that can have either sign, and the bound does not describe their cancellation.

The signed standard deviation contains squares, which cannot cancel, and it falls at every step of this table. It need not fall for every increase of $d$, because the greedy rule makes a new colouring each time and may pair sites that were separated before. On this lattice $d=3$ takes 8 colours and gives $1.685$, slightly worse than $d=2$ with 7 colours; likewise $d=5$ (22 colours, $0.579$) is worse than $d=4$, and $d=7$ (36 colours, $0.174$) is worse than $d=6$. It is therefore worth comparing neighbouring values of $d$ before choosing one. From $d=2$ to $10$ its mean rate is $\ln(1.605/0.0332)/8=0.48$ per unit of $d$, faster than the guaranteed $0.35$ (or $0.39$, if the interval is shrunk to the actual lowest and highest levels). These few distances do not settle the asymptotic rate. At $d=10$ bound (6) gives $0.53$, about sixteen times the actual value.

The entrywise bound (4) is far weaker here. With $q=1/1.3$ the computed entries require $C=0.301$, and at $d=10$ the bound is about $2400$, more than $N$ itself. It guarantees the exponential law but is no practical error estimate at this distance.

The opening comparison can now be read off. One coloured sample at $d=4$ has standard deviation $0.386$, against $12.74/\sqrt{18}=3.00$ for 18 Hutchinson samples. The variance is smaller by a factor of 60. Colouring without signs removes the same large entries but adds up the remaining ones, here to $9.52$.

In 200 signed samples at $d=4$, the mean was $189.068$ with standard error $0.027$, and it differs from $N$ by $0.023$. The observed spread and the prediction of (5) are both $0.386$. The largest single error was $1.45$, well inside the bound of 133. Truncation at $K=60$ contributes at most $3\times10^{-7}$.

### Choosing the distance

To reach a standard error $\tau$ one needs $S\approx\operatorname{Var}T/\tau^2$ samples, rounded up, and $Sm$ vectors. For $\tau=0.03$:

- $d=0$: $(12.74/0.03)^2\approx1.8\times10^5$ vectors;
- $d=4$: $(0.386/0.03)^2\approx166$ samples of 18, or about 3000 vectors;
- $d=10$: $(0.0332/0.03)^2\approx1.2$, hence 2 samples of 75, or 150 vectors.

The first two counts exceed $n=576$, and the $n$ unit vectors (one colour per site) give the trace with no sampling error, so on this small lattice only choices with $Sm<576$ save work. As long as many samples are needed, raising $d$ pays whenever $m\operatorname{Var}T$ decreases, as it does between the even distances of this table; it rises from $d=2$ to $3$, from $4$ to $5$ and from $6$ to $7$. Once one sample meets the tolerance, more colours reduce the error further than required, at extra cost. A single sample, however, supplies no error bar, and two supply a poor one. If at least six samples are wanted for the error bar, $d=8$ meets the same $\tau$ with $6\times51=306$ vectors, while $d=10$ takes $6\times75=450$ and gives a smaller error than required.

The numerical output below also lists a ten-site ring with complex hopping. Averaging over all 1024 sign patterns reproduces its trace and the variance (5), including the real part that (5) prescribes for a complex Hermitian matrix.

## Computed values

```
Square lattice, energies in units of t
sites n = 576, disorder width = 1.0 t, mu = -1.0 t, kT = 0.5 t
spectral interval half width b = 4.5 t
lowest, highest level = -4.0093, 4.0399 t
electron number by diagonalization N = 189.045353
rho0 from Fermi pole = 1.4188, ln rho0 = 0.3498
measured decay rate of eps_d, d=10..50 = 0.3539 per degree
rho = 1.3: M = 1.3539, ellipse bound on eps_10 = 0.6547
max |f_ij| at distance 1, 5, 10 = 2.317e-01, 1.085e-02, 1.823e-03
entry decay constant C for q = 1/1.3: 0.3013
d, colours m, eps_d, unsigned error T-N, bound 2n eps_d
 0    1 5.723e-01 +3.8050e+02 6.593e+02
 2    7 2.631e-01 -3.9202e+01 3.031e+02
 4   18 1.153e-01 +9.5158e+00 1.329e+02
 6   32 4.871e-02 -3.2807e-01 5.612e+01
 8   51 2.664e-02 -7.5426e-01 3.069e+01
10   75 1.553e-02 +5.0262e-01 1.789e+01
d, signed std, bound sqrt(2n) eps_d, Hutchinson std at same m, variance gain
 0 1.2737e+01 1.942e+01 1.2737e+01 1.00
 2 1.6053e+00 8.930e+00 4.8141e+00 8.99
 4 3.8608e-01 3.914e+00 3.0021e+00 60.46
 6 1.4468e-01 1.653e+00 2.2516e+00 242.21
 8 7.0174e-02 9.043e-01 1.7835e+00 645.97
10 3.3176e-02 5.271e-01 1.4707e+00 1965.31
d = 4: closest equal-colour pair at distance 5
probing error for tr (H/t)^5 = -9432.0
Chebyshev degree K = 60, truncation bound n eps_K = 2.61e-07
200 signed samples, d = 4: first = 189.38440
mean = 189.06804, standard error = 0.02731
mean - N = +0.02268
sample std = 0.38624, predicted std = 0.38608
largest single-sample error = 1.44789
Flux ring, 10 sites, phase 0.3 rad, 1024 patterns
trace = 3.43542440, mean over patterns = 3.43542440
variance enumerated = 1.391055e-01, formula = 1.391055e-01
unsigned error = +1.016274e+00
Resolvent ring: z = 2.5, q = 0.5, g = 0.666667 (unit hopping)
n, d, unsigned error, signed std
120 1 53.333333 3.771236
120 3 10.666667 0.914659
120 5 2.539683 0.228246
120 7 0.627451 0.057055
480 5 10.158730 0.456491
error factor per unit d = 0.49705, 1/rho0 = 0.50000
growth for 4 times the size: unsigned 4.0000, signed 2.0000
```
